One imaginary frequency does not tell which wells a saddle links

**The argument under review**

The author models the migration of a ligand in a deposition precursor by one particle of mass m = 15 u, roughly a methyl group, moving in a plane. The precursor P is the energy minimum at (x, y) = (−0.20, 0.10) nm, and the product Q is the minimum at (0.20, 0.10) nm. A saddle search started between them gives a stationary point S at (0, 0.10) nm, 1.00 eV above P. The argument then runs:

"S has exactly one imaginary frequency. Its unstable mode points along x, straight at P on one side and at Q on the other. S is therefore the transition state for P → Q, and the barrier is 1.00 eV."

The first two sentences are correct. Does the third follow from them?

**What the frequency count establishes**

Near a stationary point the energy has no linear term. For a small displacement d,

V ≈ V₀ + ½ dᵀH d,

where H is the matrix of second derivatives. Along an eigenvector of H with eigenvalue λ, the frequency obeys ω² = λ/m, so an imaginary frequency means λ < 0. The energy then falls by |λ|d²/2 for either sign of the displacement d. One negative eigenvalue thus supplies two downhill directions. It says nothing about where they lead, because H describes the surface at one point only.

The count is still useful: it rejects the stationary point at the origin of this surface, which has two negative eigenvalues. But the third sentence of the argument needs the whole surface.

**The surface and its stationary points**

The author's surface is built from the function

h(s; D, A) = −D(3s² − s⁶)/2 − A(5s³ − 3s⁵)/2,

where D sets the mean depth of two wells and A their difference. Differentiating and factorising,

h′ = −3Ds(1 − s⁴) − (15/2)As²(1 − s²)
 = −3s(1 − s²)[D(1 + s²) + (5/2)As].

The bracket is a quadratic in s with discriminant (25/4)A² − 4D². If 5|A| < 4D this is negative, the bracket is positive for every s, and the stationary points are s = 0 and s = ±1 alone. There

h(0) = 0, h(±1) = −D ∓ A,
h″(0) = −3D, h″(±1) = 12D ± 15A.

So s = ±1 are minima and s = 0 is a maximum. The energy surface is

V(x, y) = U(t) + W(s), t = x/a, s = y/b − 2t²,
U(t) = h(t; Du, Tu), W(s) = h(s; Dw, Tw),

with a = 0.20 nm, b = 0.10 nm, Du = 1.5, Tu = 0.3, Dw = 2.0 and Tw = 0.1 eV. Since ∂s/∂x = −4t/a and ∂s/∂y = 1/b,

∂V/∂y = W′/b,
∂V/∂x = U′/a − 4tW′/a.

Both vanish only if W′ = 0 and then U′ = 0. There are therefore nine stationary points, with t and s each equal to −1, 0 or 1. At each of them, to second order,

V − V₀ = ½U″(δt)² + ½W″(δs)²,

because the curvature of the map from (x, y) to s is multiplied by W′ = 0. The number of negative eigenvalues is the number of negative values among U″ and W″. This gives four minima, four saddles and one maximum.

The minima are P and Q, both with s = −1, and two further wells with s = +1: R1 at (−0.20, 0.30) nm and R2 at (0.20, 0.30) nm. The point S has t = 0, s = +1. A second saddle, T, has t = 0, s = −1 and lies at (0, −0.10) nm. Thus P and Q lie in one curved valley, s = −1, while S lies in the other, s = +1. The valleys bend so strongly that S falls midway between P and Q.

**Two saddles with the same imaginary frequency**

Differentiating once more,

∂²V/∂x² = U″/a² − 4W′/a² + 16t²W″/a²,
∂²V/∂x∂y = −4tW″/(ab),
∂²V/∂y² = W″/b².

At S and T we have t = 0 and W′ = 0, so the matrix is diagonal and

∂²V/∂x² = −3Du/a² = −4.5/0.04 = −112.5 eV/nm²

at both. Each has an imaginary frequency of 142.8i cm⁻¹ and an unstable mode along x. The real frequencies differ slightly, 680 cm⁻¹ at S and 639 cm⁻¹ at T, because ∂²V/∂y² is 2550 and 2250 eV/nm² respectively.

Setting Tw = 0 with the other parameters fixed removes even this difference: S and T then have the same energy and the same second derivatives. No energy or frequency computed at the saddle could tell them apart, though they lie in different valleys.

**Where the descents end**

Steepest descent follows dx/dτ = −∂V/∂x, dy/dτ = −∂V/∂y, where τ labels progress along the path and is not time. Along it

dV/dτ = −(∂V/∂x)² − (∂V/∂y)² ≤ 0.

After leaving S, the path has V < V(S) = −(Dw + Tw) = −2.1 eV. Two lines confine it.

On s = 0, W = 0 and V = U(t) ≥ −(Du + Tu) = −1.8 eV. This exceeds −2.1 eV, so the path cannot cross that line.

On t = 0, U = 0 and V = W(s) ≥ −2.1 eV. The path cannot cross this line either.

A descent that starts towards negative x therefore stays in the region t < 0, s > 0. Since V grows without limit at large distance, the path is also bounded. The total fall in V is finite, so the gradient must die away, and the path approaches a stationary point. The only one inside this region is R1. By the same reasoning the other descent ends in R2. S links R1 to R2, and neither P nor Q.

With unequal positive masses each squared term in dV/dτ is divided by its mass. The sign is unchanged, the mode at S is still along x, and the conclusion stands.

For T the path has V < −(Dw − Tw) = −1.9 eV. It cannot cross s = 0, where V ≥ −1.8 eV, nor the half-line t = 0, s < 0, where W has its lowest value, −1.9 eV, at T itself. Its descents end in P and Q, so T is the saddle the author wanted.

With Tu and Tw not negative and 5|A| < 4D for both U and W, so that the nine stationary points keep their character, the proof covers both descents from S if Dw + Tw ≥ Du + Tu, and both from T if Dw − Tw ≥ Du + Tu. Equality suffices because V lies strictly below the saddle energy once the path has left the saddle. If the condition for a saddle fails, the energy argument no longer settles both of its descents, and any it leaves open must be computed. Numerical descents started 0.001 nm from each saddle agree with the proof: S leads to R1 and R2, T to P and Q.

The path from S shows how the mode misleads. At x = −0.10 nm it has already turned up to y = 0.148 nm, close to the valley floor s = 1, which lies there at y = b(1 + 2 × 0.25) = 0.150 nm. The mode is only the tangent at the start.

**A check that can return the wrong answer**

The author might reply that S was displaced along its mode, the structure was relaxed, and P and Q were found. That can happen if the displacement is large. On the straight line y = b from S to P,

s = 1 − 2t²,

which changes sign at |t| = 1/√2, or |x| = 0.141 nm. The line climbs over the ridge between the valleys, rising to 1.29 eV above S. A relaxation begun beyond the ridge has not descended from S at all.

The computed switch comes at 0.136 nm towards P and 0.133 nm towards Q, somewhat before s = 0. The reason is that on s = 0, where W′ = 0,

ds/dτ = −(4t/a)(dx/dτ) = 4tU′/a².

For 0 < |t| < 1, U′ has the opposite sign to t, so this is negative: the flow crosses s = 0 towards the valley of P and Q. The boundary between the basins must then lie at slightly positive s. A displacement of 0.15 nm thus appears to confirm the false assignment, whereas steepest descent from 0.001 nm exposes it. An ordinary minimiser is less safe even from there, because a long step can carry it over the ridge.

**The barrier and the rate**

A path from P to Q must leave the region t < 0, s < 0. It can do so across t = 0, where V ≥ −1.9 eV, or across s = 0 with t < 0, where V ≥ −(Du − Tu) = −1.2 eV. The lower exit is T. With V(P) = −3.1 eV, the barrier is

V(T) − V(P) = −1.9 + 3.1 = 1.2 eV.

The author's 1.0 eV is not even the cost of reaching S from P. That requires crossing s = 0 somewhere, at −1.8 eV or higher, and so at least 1.3 eV. The cheapest route goes over T into the well of Q and leaves it at the lowest point of s = 0, at (0.20, 0.20) nm; it need not reach the minimum Q itself.

For the rate, take classical transition-state theory, in which every crossing of the line x = 0 from P counts as a reaction. Let ε be Boltzmann's constant times temperature; at 600 K, ε = 0.0517 eV. The thermal mean of the forward velocity, counting backward motion as zero, is √(ε/2πm), so

k = √(ε/2πm) ∫e^(−V(0,y)/ε) dy / ∫∫e^(−V/ε) dx dy,

with the upper integral near the saddle and the lower one over the well P. In the harmonic approximation the upper integral is √(2πε/Vyy) e^(−V(T)/ε), with Vyy = ∂²V/∂y² at T, and the lower one is (2πε/√det H) e^(−V(P)/ε), with H taken at P. Hence

k = (1/2π) √(det H/(m Vyy)) e^(−ΔE/ε), ΔE = V(T) − V(P).

Here det H = U″(−1)W″(−1)/(a²b²) and Vyy = W″(−1)/b², so W″ cancels:

k = (1/2π) √(U″(−1)/(ma²)) e^(−ΔE/ε).

Since U″(−1) = 12Du − 15Tu = 13.5 eV is three times 3Du, the prefactor corresponds to √3 × 142.8 = 247 cm⁻¹, or 7.4 × 10¹² s⁻¹. With e^(−1.2/0.0517) = 8.3 × 10⁻¹¹, k is about 620 s⁻¹, a lifetime of 1.6 ms.

Putting S into the same formula multiplies the rate by

√(2250/2550) × e^(0.2/0.0517) = 0.94 × 48 = 45,

giving a false lifetime of 0.036 ms. At fixed surface parameters this factor grows on cooling. In the case Tw = 0 it equals one: the rate comes out right although the assignment is still wrong, so a plausible rate does not vindicate a saddle.

**How far the model can be trusted**

The surface is an illustration and is not fitted to a particular molecule. The 0.40 nm between P and Q is long for a single ligand shift, and the stiff frequency at P, 1445 cm⁻¹, is high for a methyl group moving as a whole against a metal atom. Within the model, anharmonicity lowers the classical rate through T by about 1%, and tunnelling raises it by about 0.5%. In the harmonic approximation, quantised vibrations raise it by 44%, and by 42% if S is used, so the false-to-true ratio hardly moves.

Real molecules have many more vibrations, and they collide with gas and surfaces. Recrossing, which lowers a classical transition-state rate, is not estimated here. An error of 0.1 eV in a computed barrier would change the rate by e^(0.1/0.0517), about a factor of seven.

Thermal motion also carries more energy than a steepest descent. Molecules cross x = 0 near S at a rate proportional to their forward velocity v, so among those crossing v is distributed as v e^(−mv²/2ε). The forward energy mv²/2 is then exponentially distributed with mean ε. The y vibration, with one kinetic and one potential term, contributes a second energy with the same distribution in the classical harmonic approximation. The chance that the two energies together exceed the 0.3 eV to the lowest point of the wall s = 0 is

(1 + g)e^(−g), g = 0.3/0.0517 = 5.8,

or about 2%. This is a ceiling on the share that could cross the wall before exchanging energy with other modes, since sufficient energy does not ensure a crossing.

**Requested revision**

The assignment of S to P → Q should be withdrawn and the barrier recomputed from T. For any saddle offered as a transition state, the report should give the minima reached by steepest descent on both sides, started where the quadratic form still describes the energy. The descents should be repeated from a displacement at least ten times smaller. For a real molecule they are followed in mass-weighted coordinates. They show which minima the saddle links, not that it is the lowest saddle between them, and where the valley branches below the saddle they do not by themselves fix the product. Agreement between two large displacements proves little: here 0.15 and 0.18 nm both lead to P and Q. The numerical output lists the stationary points and the descents on which these remarks rest.

Numbers as computed

```
a = 0.20 nm, b = 0.10 nm, mass = 15 u
Du = 1.5, Tu = 0.3, Dw = 2.0, Tw = 0.1 eV
temperature = 600 K, kT = 0.05170 eV
Stationary points (T is the true saddle): x, y, V, V-V(P), negatives
P      -0.20 nm   0.10 nm  -3.100 eV  0.000 eV  0
Q       0.20 nm   0.10 nm  -3.700 eV -0.600 eV  0
R1     -0.20 nm   0.30 nm  -3.300 eV -0.200 eV  0
R2      0.20 nm   0.30 nm  -3.900 eV -0.800 eV  0
S       0.00 nm   0.10 nm  -2.100 eV  1.000 eV  1
T       0.00 nm  -0.10 nm  -1.900 eV  1.200 eV  1
P-R1   -0.20 nm   0.20 nm  -1.200 eV  1.900 eV  1
Q-R2    0.20 nm   0.20 nm  -1.800 eV  1.300 eV  1
top     0.00 nm   0.00 nm  -0.000 eV  3.100 eV  2
S: imaginary 142.8i cm^-1, real 679.9 cm^-1
T: imaginary 142.8i cm^-1, real 638.7 cm^-1
P: frequencies 109.3 and 1445.2 cm^-1
Hessian at S: Vxx = -112.5 eV/nm^2
Hessian at S: Vyy = 2550.0 eV/nm^2
Hessian at T: Vyy = 2250.0 eV/nm^2
overlap of mode at S with direction to Q = 1.000000
first displacement in descents = 0.001 nm
descent from S ends in R1 and R2
descent from T ends in P and Q
left descent from S at x = -0.10 nm: y = 0.1483 nm
smallest s on left descent from S = 0.981
highest rise on straight line S to P = 1.291 eV
critical displacement toward P = 0.1362 nm
critical displacement toward Q = 0.1330 nm
true barrier P to Q = 1.200 eV
false barrier read from S = 1.000 eV
least energy to reach S from P = 1.300 eV
harmonic rate with T = 6.174e+02 s^-1
harmonic rate with S (false) = 2.775e+04 s^-1
false rate / true rate = 45.0
lifetimes: true 1.620 ms, false 0.0360 ms
classical anharmonic rate factor = 0.9873
quantum vibration factor: T 1.441, S 1.423
Wigner tunnelling factor = 1.0049
wall height above S = 0.300 eV
share of crossings at S able to clear wall = 0.0205
```
